\section*{Why the T centre's bound exciton forms two Kramers doublets}

\section{A hole in an axial field}

Take one hole at the top of silicon's valence band. Its orbital part is a mixture of three p-like functions $x,y,z$, and its spin is one half. Spin--orbit coupling leaves the four states with total angular momentum $J=3/2$ at the band edge. Angular momenta are in units of $\hbar$, and all energies below are hole energies, so a larger value means a more excited hole.

Let a defect raise the orbital $z$ by $2v$ and lower $x$ and $y$ by $v$. Write $|+\rangle,|0\rangle,|-\rangle$ for the orbital states with $L_z=1,0,-1$. The state $|0\rangle$ is $z$, with energy $2v$; the states $|\pm\rangle$ are made of $x$ and $y$, with energy $-v$. The highest spin--orbit state is $|{3/2},{3/2}\rangle=|+\rangle|\!\uparrow\rangle$. Lowering it gives $\sqrt2\,|0\rangle|\!\uparrow\rangle+|+\rangle|\!\downarrow\rangle$, whose norm is $\sqrt3$, so
\begin{equation}
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0\rangle|\!\uparrow\rangle+\sqrt{\tfrac13}\,|+\rangle|\!\downarrow\rangle .
\end{equation}
The field conserves $J_z$, and each $m$ occurs once in the quartet, so the energies are plain averages:
\begin{equation}
E_{\pm3/2}=-v,\qquad E_{\pm1/2}=\tfrac23(2v)+\tfrac13(-v)=+v .
\label{eq:axial}
\end{equation}
The values for negative $m$ follow by reversing every angular momentum. Four states have become two pairs, $2|v|$ apart.

This is the pattern of the T centre's bound exciton, but two questions remain. The exciton contains two electrons as well as the hole, so why are there four states? And the T centre has no symmetry axis, so why do the pairs survive?

\section{The electron pair leaves four states}

The T centre contains two carbon atoms and one hydrogen atom. Its electronic ground state has one unpaired electron. Creating an exciton adds an electron and a hole, which makes two electrons and one hole. I assume that both electrons occupy the same non-degenerate bound orbital $a$.

The Pauli principle then allows one electron state,
\begin{equation}
|s\rangle=c^\dagger_{a\uparrow}c^\dagger_{a\downarrow}|\mathrm{vac}\rangle .
\end{equation}
It has $S_z=\frac12-\frac12=0$. The raising operator $S_+=c^\dagger_{a\uparrow}c_{a\downarrow}$ gives zero, because the spin-up place is already filled; $S_-$ gives zero for the same reason. Hence $\mathbf S|s\rangle=0$, a spin singlet. An exchange coupling $A\,\mathbf S\cdot\mathbf J$ between this pair and the hole also vanishes:
\begin{equation}
A\,\mathbf S\cdot\mathbf J\,|s\rangle|\text{hole}\rangle=0 .
\end{equation}
The exciton has $1\times4$ states, and its fine structure is that of the hole.

\section{The hole Hamiltonian for a general defect field}

Let the spin-independent defect field have matrix elements $V_{ij}$ between the orbitals $x,y,z$. The matrix is real and symmetric. Its trace would shift all four states equally, so it is removed. Within $J=3/2$ the field acts as
\begin{equation}
H=-\frac13\sum_{ij}V_{ij}J_iJ_j .
\label{eq:H}
\end{equation}

To see this, first use the axial field above. There
\begin{equation}
\sum_{ij}V_{ij}J_iJ_j=v(2J_z^2-J_x^2-J_y^2)=v\left(3J_z^2-\tfrac{15}{4}\right),
\end{equation}
which equals $3v$ for $m=\pm3/2$ and $-3v$ for $m=\pm1/2$. Multiplication by $-1/3$ reproduces Eq.~\eqref{eq:axial}. The same holds for an axial field about any other direction, because orbitals and spin can be rotated together. Finally, a general $V$ with principal values $v_k$ and unit principal vectors $\mathbf e_k$ is
\begin{equation}
V=\sum_k v_k\,\mathbf e_k\mathbf e_k^{T}
=\sum_k v_k\left(\mathbf e_k\mathbf e_k^{T}-\tfrac13\mathbf 1\right),
\end{equation}
where the added term vanishes because $\sum_kv_k=0$. Each bracket is a traceless axial field. Both sides of Eq.~\eqref{eq:H} are linear in $V$, so the equation holds for their sum.

The crystal symmetry decides which $V$ is possible. At a tetrahedral site, a half-turn about $z$ reverses $x$ and $y$, which forces $V_{xz}=V_{yz}=0$; a half-turn about $x$ removes $V_{xy}$. The threefold axis makes the diagonal elements equal, and zero trace makes them vanish. The hole therefore remains a quartet. The T centre keeps one mirror plane, taken here to exchange $x$ and $y$. It requires $V_{xx}=V_{yy}$ and $V_{xz}=V_{yz}$, so
\begin{equation}
V=\begin{pmatrix}-p&q&r\\ q&-p&r\\ r&r&2p\end{pmatrix}.
\label{eq:V}
\end{equation}
Three parameters are free, and nothing in the symmetry makes them vanish.

\section{Solving the four-state problem}

Use the principal axes 1, 2, 3 of $V$. Since $v_1+v_2=-v_3$ and $J_1^2+J_2^2=\frac{15}{4}-J_3^2$,
\begin{align}
\sum_kv_kJ_k^2
&=\frac{v_1+v_2}{2}(J_1^2+J_2^2)+\frac{v_1-v_2}{2}(J_1^2-J_2^2)+v_3J_3^2\nonumber\\
&=\frac{3v_3}{2}\left(J_3^2-\frac54\right)+\frac{v_1-v_2}{4}(J_+^2+J_-^2).
\end{align}
The last term uses $J_1^2-J_2^2=(J_+^2+J_-^2)/2$. Equation~\eqref{eq:H} becomes
\begin{equation}
H=-\frac{v_3}{2}\left(J_3^2-\frac54\right)-\frac{v_1-v_2}{12}(J_+^2+J_-^2).
\end{equation}
The bracket is $+1$ for $m=\pm3/2$ and $-1$ for $m=\pm1/2$. The second term changes $m$ by two. It joins $3/2$ to $-1/2$, and $-3/2$ to $1/2$, with $\langle\frac32|J_+^2|{-\frac12}\rangle=\sqrt3\cdot2$ and the same value for the other pair. In the order $(3/2,-1/2)$ or $(-3/2,1/2)$, both blocks are
\begin{equation}
h=\begin{pmatrix}-v_3/2&-w\\-w&v_3/2\end{pmatrix},\qquad
w=\frac{v_1-v_2}{2\sqrt3}.
\label{eq:block}
\end{equation}
Since $h^2=(v_3^2/4+w^2)\mathbf 1$ and $h$ has zero trace, each block has one level of either sign:
\begin{equation}
E_\pm=\pm\sqrt{\frac{v_3^2}{4}+\frac{(v_1-v_2)^2}{12}} .
\end{equation}
The root does not depend on which axis is called 3. Indeed,
\begin{equation}
\mathrm{Tr}\,V^2=v_3^2+\frac{(v_1+v_2)^2+(v_1-v_2)^2}{2}
=\frac{3v_3^2}{2}+\frac{(v_1-v_2)^2}{2},
\end{equation}
which is six times the quantity under the root. Each level occurs twice, and the separation is
\begin{equation}
\Delta=2\sqrt{\frac{\mathrm{Tr}\,V^2}{6}}=\sqrt{\frac23\,\mathrm{Tr}\,V^2}.
\label{eq:delta}
\end{equation}
For the mirror-symmetric matrix, $\mathrm{Tr}\,V^2=6p^2+2q^2+4r^2$, hence
\begin{equation}
\Delta=2\sqrt{p^2+\frac{q^2}{3}+\frac{2r^2}{3}} .
\label{eq:pqr}
\end{equation}
With $q=r=0$ this returns the axial result $2|p|$. A sum of squares vanishes only when every term does, so any nonzero traceless field splits the quartet.

\section{What protects the pairs}

The equal blocks are a consequence of time reversal. In the usual basis, where $J_y$ is imaginary, it acts on the hole as $T=e^{-i\pi J_y}K$, with $K$ complex conjugation. The exponential is real, so
\begin{equation}
T^2=e^{-2\pi iJ_y}=-1,
\end{equation}
because the eigenvalues of $J_y$ are half-odd. Time reversal is antiunitary: $\langle Ta|Tb\rangle=\langle b|a\rangle$. Put $a=\psi$ and $b=T\psi$:
\begin{equation}
\langle T\psi|\psi\rangle=\langle T\psi|T^2\psi\rangle=-\langle T\psi|\psi\rangle=0 .
\end{equation}
If $H$ commutes with $T$, then $\psi$ and $T\psi$ have the same energy and are different states. This is a Kramers doublet. Here $T$ reverses $\mathbf J$, leaves the products $J_iJ_j$ unchanged, and exchanges the two blocks.

The argument also covers the whole exciton. Each of its three carriers contributes a factor $-1$ to $T^2$, and the product is $-1$. The pairing therefore does not rest on the singlet; the singlet fixes how many pairs there are. Two comparisons show this, with the field $V$ of the example below and an isotropic electron--hole exchange of 0.5 meV. If the electrons formed a triplet, the $3\times4=12$ states would give six doublets. One electron with one hole has $T^2=+1$ and no Kramers protection; its eight states come out as eight single levels.

The mirror cannot replace time reversal. A mirror is a half-turn about its normal $\mathbf n$ combined with inversion, and inversion multiplies all three p orbitals by the same sign. Apart from that sign, the mirror acts as $e^{-i\pi J_n}$. It gives $+i$ for $m_n=3/2,-1/2$ and $-i$ for $m_n=-3/2,1/2$. Each doublet contains one state of each kind, and the mirror alone gives no reason for their energies to agree.

A magnetic field along $\mathbf n$ separates the two symmetries, since it keeps the mirror and breaks time reversal. Add $g\mu_BB\,J_n$, with an isotropic hole $g$-factor. For Eq.~\eqref{eq:V}, $\mathbf n=(1,-1,0)/\sqrt2$ is a principal vector, with value $v_n=-(p+q)$. Take it as axis 3 and define $c=-v_n/\Delta$. In the upper level of Eq.~\eqref{eq:block}, the first basis state has weight $(1+c)/2$, so for the block $(3/2,-1/2)$
\begin{equation}
\langle J_n\rangle_{\rm upper}=\frac32\,\frac{1+c}{2}-\frac12\,\frac{1-c}{2}=\frac12+c .
\end{equation}
The lower level follows from $c\to-c$, and the other block has the opposite signs. To first order in $B$, the two doublets split by
\begin{equation}
\delta_{\rm upper}=g\mu_BB\,|1+2c|,\qquad
\delta_{\rm lower}=g\mu_BB\,|1-2c| .
\label{eq:zeeman}
\end{equation}

\section{Numbers near the T centre}

The round values $p=0.50$, $q=0.90$ and $r=0.65$ meV are chosen to bring $\Delta$ near the T centre's rough splitting of 1.8 meV. One splitting cannot determine three parameters, so these values are not a measurement of the defect field. They give
\begin{equation}
\mathrm{Tr}\,V^2=1.50+1.62+1.69=4.81\ \mathrm{meV}^2,\qquad
\Delta=\sqrt{\tfrac23(4.81)}=1.79\ \mathrm{meV},
\end{equation}
or 433 GHz. The levels lie at $\pm0.895$ meV about their mean.

Recombination leaves the single ground-state electron, itself a Kramers doublet. At zero field the two exciton doublets therefore correspond to two transition energies. With the lower one placed at the rough value 0.94 eV, both wavelengths are near 1.32 $\mu$m, with a separation of 2.5 nm. The rounding of 0.94 eV alone makes the absolute wavelengths uncertain by several nanometres; it changes their separation by about one per cent.

For the field along the mirror normal, $v_n=-1.40$ meV and $c=0.782$. The share of $|m_n|=3/2$ is 0.89 in the upper doublet and 0.11 in the lower. With the round value $g=1$ and $B=100$ mT, $g\mu_BB=5.79\ \mu$eV, and Eq.~\eqref{eq:zeeman} gives splittings of 14.8 and 3.26 $\mu$eV. The mirror is intact, yet both pairs are split. These two numbers belong to the chosen $p,q,r$: a given $\Delta$ allows any $c$ between $-1$ and $1$, so the factors $|1\pm2c|$ range from 0 to 3, and at $c=\pm1/2$ one doublet has no first-order splitting along $\mathbf n$.

\section{Where the model bends and where it fails}

Some omitted effects move the doublets without splitting them. The first is the split-off valence band, about 44 meV away in silicon. Keeping all six p-orbital states with this gap changes $\Delta$ by $-0.016$ meV for the example field, about one per cent. Other fields with the same $\Delta$ give either sign, from $-0.037$ to $+0.036$ meV. The value 44 meV is the band-edge gap; the effective gap of a bound hole can be smaller, and the shift grows roughly as its inverse (an assumed gap of 23 meV gives $-0.032$ meV for the example). If the defect field were comparable with the gap, Eq.~\eqref{eq:delta} would fail, but the levels would still be Kramers pairs.

The second is promotion of an electron to another orbital, which lets exchange mix triplet states into the singlet. I assume a promotion energy of 20 meV and exchange constants of 0.5, 0.5 and 1.0 meV along $x,y,z$, the same within and between the orbitals. Diagonalizing the resulting 24 states changes $\Delta$ by $+0.018$ meV. This is the size for assumed inputs, not a bound for the T centre. The sign and most of the size come from the assumed anisotropy: three equal constants of 0.5 meV give $-0.002$ meV, and constants of 1.0, 1.0 and 0.5 meV give $-0.026$ meV. A second orbital close in energy would bring further doublets near the lowest two, and the four-state description would no longer suffice. The same applies to low-lying excited orbital motion of the hole, which the model leaves out.

In a real device $V$ may also differ from one centre to the next. Consider a strain difference $\varepsilon_{zz}-\varepsilon_{xx}=10^{-5}$, with $\varepsilon_{xx}=\varepsilon_{yy}$, and a rough deformation potential of 2 eV. It changes $p$ by $\delta p=0.02$ meV. Differentiating the square of Eq.~\eqref{eq:pqr} at fixed $q$ and $r$ gives
\begin{equation}
\delta\Delta\simeq\frac{4p\,\delta p}{\Delta}
=\frac{4(0.50)(0.02)}{1.79}=0.022\ \mathrm{meV}.
\end{equation}
Full diagonalization for both signs of strain gives a largest change of 0.023 meV. On this linear estimate, a strain of $10^{-4}$ would move $\Delta$ by about 0.2 meV, or one eighth, for the example field (full values $-0.19$ and $+0.25$ meV for the two signs). The slope depends on $p$, which $\Delta$ does not fix: it vanishes at $p=0$ and reaches $2\,\delta p$ for an axial field, where the same strain moves $\Delta$ by 0.4 meV. Static strain and static electric fields are even under time reversal, so neither can split a doublet.

Temperature affects which doublet is occupied. At 4.2 K, $k_BT=0.362$ meV. In thermal equilibrium the equally degenerate doublets have the population ratio $e^{-\Delta/k_BT}=0.007$, so emission from the upper doublet is weak unless its optical transition is much stronger or the populations are out of equilibrium.

Two small effects do split the pairs. A stray field of 0.05 mT along $\mathbf n$, with $g=1$, gives at most 7.4 neV; other directions reach about 8.3 neV. The proton of the hydrogen atom adds a fourth half-odd spin, so $T^2=+1$ for carriers and nucleus together, and Kramers' theorem no longer protects the combined levels. A Bohr magneton and a proton moment at an assumed distance of 0.2 nm have a dipole coupling scale of 10 neV. Used as an isotropic coupling between proton spin and $\mathbf J$, it spreads the levels of one doublet by up to 20 neV, about $10^{-5}$ of $\Delta$. This is only an order of magnitude. The point-dipole coupling with the same inputs has twice this coefficient and a traceless tensor form, and it spreads a doublet by 40 to 66 neV depending on direction. The scale also falls as the inverse cube of the distance, so a hole spread over about 2 nm would couple roughly a thousand times more weakly. The two Kramers doublets are thus a statement about the electronic levels at zero magnetic field; on these estimates, structure inside them spans some tens of neV or less, more than four orders of magnitude below $\Delta$. The computed values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
field parameters p, q, r: 0.50, 0.90, 0.65 meV
principal values of V: -1.400, -0.267, 1.667 meV
Tr V^2: 4.8100 meV^2
four hole levels: -0.8954, -0.8954, 0.8954, 0.8954 meV
doublet separation Delta: 1.7907 meV
Delta as a frequency: 433.0 GHz
lower line, rough input: 0.94 eV
wavelengths of lower, upper line: 1318.98, 1316.47 nm
line separation: 2.51 nm
independent T-even operators on four states: 6
field parameters allowed, tetrahedral: 0
field parameters allowed, one mirror: 3
states of two electrons in one orbital: 1
S^2 of that pair: 0.0 hbar^2
level degeneracies, V = 0: [4]
level degeneracies, singlet + hole: [2, 2]
level degeneracies, triplet + hole: [2, 2, 2, 2, 2, 2]
level degeneracies, one electron + hole: [1, 1, 1, 1, 1, 1, 1, 1]
exchange in the last two cases: 0.5 meV
field along mirror normal: 100 mT, g = 1.0
v_n: -1.400 meV;  c = -v_n/Delta: 0.7818
g muB B: 5.788 ueV
Zeeman splitting, lower doublet: 3.262 ueV
Zeeman splitting, upper doublet: 14.839 ueV
|m_n| = 3/2 share, lower, upper: 0.109, 0.891
split-off gap, rough input: 44 meV
change of Delta by split-off band: -0.0162 meV
exchange x, y, z, assumed: [0.5 0.5 1. ] meV
electron promotion energy, assumed: 20 meV
change of Delta by promotion: +0.0179 meV
strain: 1e-05; deformation potential: 2 eV
largest change of Delta by strain: 0.0226 meV
k_B T at 4.2 K: 0.3619 meV
upper/lower doublet population: 0.00710
stray field: 0.05 mT
largest stray-field splitting: 7.42 neV
proton distance, assumed: 0.2 nm
dipole coupling estimate: 10.21 neV
largest hyperfine spread in a doublet: 19.71 neV
\end{verbatim}
